**Equivalent-photon spectrum of an electron, tested on e + γ → e + μ⁺μ⁻**

The program tests dσ/dx = f(x) σ_γ with f(x) = (α/2π){[1+(1−x)²]/x · ln(Qmax²/Qmin²) − 2m²x(1/Qmin² − 1/Qmax²)} and Qmin² = m²x²/(1−x). Here m is the electron mass, x = q·P/k·P is the momentum fraction carried by the virtual photon q, k and P are the electron and target momenta, Q² = −q² is limited by Qmax², and σ_γ is the real-photon cross-section at the same q·P. The reference calculation contracts explicit Dirac traces and integrates numerically over the muon directions and Q², keeping the graphs with both photons attached to the muon line. The program asserts the kinematic map and its Jacobian, current conservation, the transverse–longitudinal decomposition, the real-photon limit and the proportionality of σ_L to Q² at small Q², within stated tolerances. It also asserts that f(x) σ_γ agrees with the full result to within a relative error of Qmax²/M², with M the muon mass, and that the logarithm alone is more than 5 % too large. For Qmax = 10 MeV and x = 0.2, 0.5 and 0.8, the output shows errors of at most 0.03 % for the complete spectrum and of 9 to 14 % for the logarithm alone, relative to the full calculation. At x = 0.5 the non-logarithmic remainder stays close to −2 when the electron mass is reduced tenfold.

## Check in Python

```python
"""Equivalent-photon spectrum of an electron, tested on e + gamma -> e + mu+ mu-.

Result under test (hbar = c = 1, energies in MeV):
  dsigma/dx = f(x) * sigma_gamma,
  f = alpha/(2 pi) * { [1+(1-x)^2]/x * ln(Qmax2/Qmin2)
                       - 2 m^2 x (1/Qmin2 - 1/Qmax2) },
  Qmin2 = m^2 x^2/(1-x).
k, k_out: electron momenta; q = k - k_out: virtual photon; Q2 = -q.q;
P: lightlike target momentum (a real photon); x = q.P/k.P; m: electron mass;
M: muon mass; sigma_gamma: real-photon cross-section at the same q.P.
Only graphs with both photons attached to the muon line are included.
The reference side uses explicit Dirac matrices and numerical integration.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

ALPHA = const.fine_structure
E2 = 4 * np.pi * ALPHA
m_e = const.physical_constants['electron mass energy equivalent in MeV'][0]
M = const.physical_constants['muon mass energy equivalent in MeV'][0]
HBARC = const.hbar * const.c / const.e * 1e9      # MeV fm
TO_NB = HBARC**2 * 1e7                            # MeV^-2 to nanobarn

metric = np.array([1.0, -1.0, -1.0, -1.0])
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
G = np.array([np.kron(pauli[2], np.eye(2))]
             + [np.kron(1j * pauli[1], s) for s in pauli])
ONE = np.eye(4)


def dot(a, b):
    return np.sum(a * b * metric, axis=-1)


def slash(v):
    return np.einsum('...m,mij->...ij', v * metric, G)


def photon_frame(qP, Q2):
    """Momenta q and P in the centre-of-mass frame of the two photons."""
    W = np.sqrt(2 * qP - Q2)
    p = qP / W
    return W, np.array([W - p, 0, 0, p]), np.array([p, 0, 0, -p])


def target_tensor(qP, Q2):
    """Absorption tensor of gamma* gamma -> mu+ mu-, from Dirac traces."""
    W, q, P = photon_frame(qP, Q2)
    nodes, wts = np.polynomial.legendre.leggauss(32)
    phis = 2 * np.pi * np.arange(8) / 8
    c, phi = [a.ravel() for a in np.meshgrid(nodes, phis, indexing='ij')]
    weight = np.repeat(wts / 2, 8) / 8
    beta = np.sqrt(1 - 4 * M**2 / W**2)
    s = np.sqrt(1 - c**2)
    n = np.stack([s * np.cos(phi), s * np.sin(phi), c], axis=1)
    energy = np.ones((len(c), 1))
    p1 = W / 2 * np.hstack([energy, beta * n])
    p2 = W / 2 * np.hstack([energy, -beta * n])
    S1 = (slash(p1 - q) + M * ONE) / (-Q2 - 2 * dot(p1, q))[:, None, None]
    S2 = (slash(p1 - P) + M * ONE) / (-2 * dot(p1, P))[:, None, None]
    A = (np.einsum('mij,njk,akl->nmail', G, S1, G, optimize=True)
         + np.einsum('aij,njk,mkl->nmail', G, S2, G, optimize=True))
    Abar = G[0] @ A.conj().swapaxes(-1, -2) @ G[0]
    N1 = (slash(p1) + M * ONE)[:, None, None]
    N2 = (slash(p2) - M * ONE)[:, None, None]
    left = (N1 @ A @ N2) * weight[:, None, None, None, None]
    left = left * (-metric)[None, None, :, None, None]
    T = np.einsum('nmaij,nvaji->mv', left, Abar, optimize=True).real
    return E2**2 * 0.5 * beta / (8 * np.pi) * T


def sigma_TL(qP, Q2):
    """Transverse and longitudinal cross-sections by polarization vectors."""
    W, q, P = photon_frame(qP, Q2)
    T = target_tensor(qP, Q2)
    eps_L = np.array([q[3], 0, 0, q[0]]) / np.sqrt(Q2) * metric
    return T[1, 1] / (4 * qP), eps_L @ T @ eps_L / (4 * qP)


def full_rate(x, kP, Q2, m):
    """dsigma/(dx dQ2) from the complete contraction of both traces."""
    qP = x * kP
    W, q, P = photon_frame(qP, Q2)
    plus, minus = W / x, Q2 * (1 / x - 1) / W
    kx = np.sqrt(max(plus * minus - m**2, 0.0))
    k = np.array([(plus + minus) / 2, kx, 0, (plus - minus) / 2])
    k_out = k - q
    assert abs(dot(k_out, k_out) - m**2) < 1e-8 * k[0]**2
    assert abs(dot(k, P) / kP - 1) < 1e-10
    a, b = slash(k_out) + m * ONE, slash(k) + m * ONE
    L = 0.5 * np.einsum('ij,mjk,kl,vli->mv', a, G, b, G, optimize=True).real
    L_low = L * np.outer(metric, metric)
    LW = np.sum(L_low * target_tensor(qP, Q2))
    return E2 / Q2**2 * LW / (4 * kP) / (16 * np.pi**2)


def q2_min(x, m):
    return m**2 * x**2 / (1 - x)


def full_dsigma_dx(x, kP, Qmax2, m):
    lo, hi = np.log(q2_min(x, m)), np.log(Qmax2)
    t, w = np.polynomial.legendre.leggauss(18)
    Q2s = np.exp(lo + (hi - lo) * (t + 1) / 2)
    vals = np.array([full_rate(x, kP, Q2, m) * Q2 for Q2 in Q2s])
    return (hi - lo) / 2 * np.dot(w, vals)


def spectrum_terms(x, Qmax2, m):
    """Logarithmic and non-logarithmic terms inside the braces of f."""
    Qmin2 = q2_min(x, m)
    log_term = (1 + (1 - x)**2) / x * np.log(Qmax2 / Qmin2)
    return log_term, -2 * m**2 * x * (1 / Qmin2 - 1 / Qmax2)


def breit_wheeler(s):
    r = 4 * M**2 / s
    b = np.sqrt(1 - r)
    return 4 * np.pi * ALPHA**2 / s * (
        (1 + r - r**2 / 2) * np.log((1 + b) / (1 - b)) - b * (1 + r))


# Kinematic map in the initial electron rest frame, with m = 1.
def map_xQ2(kT, kz):
    E = np.sqrt(1 + kT**2 + kz**2)
    return np.array([1 - (E + kz), 2 * (E - 1)])


for x in (0.2, 0.5, 0.8):
    found = []
    for kT in (0.0, 0.3, 1.0, 3.0):
        kz = brentq(lambda z: map_xQ2(kT, z)[0] - x, -100, 10, xtol=1e-13)
        Q2 = map_xQ2(kT, kz)[1]
        assert abs(Q2 - (kT**2 + x**2) / (1 - x)) < 1e-8 * (1 + Q2)
        found.append(Q2)
        if kT > 0:
            h = 1e-5
            dT = (map_xQ2(kT + h, kz) - map_xQ2(kT - h, kz)) / (2 * h)
            dz = (map_xQ2(kT, kz + h) - map_xQ2(kT, kz - h)) / (2 * h)
            jac = abs(dT[0] * dz[1] - dT[1] * dz[0])
            E = np.sqrt(1 + kT**2 + kz**2)
            # phase space 2 pi kT/(2E) must equal (pi/2) times the Jacobian
            assert abs(np.pi * kT / E / (np.pi / 2 * jac) - 1) < 1e-6
    assert min(found) == found[0]
    assert abs(found[0] - q2_min(x, 1.0)) < 1e-8

root_s = 600.0
kP = root_s**2 / 2
Qmax = 10.0
Qmax2 = Qmax**2

# Current conservation and the exact decomposition, also far from Q2 = 0.
worst = 0.0
for x in (0.3, 0.5, 0.8):
    for Q2 in (1.3 * q2_min(x, m_e), 50.0, 5000.0):
        qP = x * kP
        W, q, P = photon_frame(qP, Q2)
        T = target_tensor(qP, Q2)
        assert np.max(np.abs((q * metric) @ T)) < 1e-9 * W * np.max(abs(T))
        sT, sL = sigma_TL(qP, Q2)
        derived = ALPHA / (2 * np.pi * x * Q2) * (
            (1 + (1 - x)**2 - 2 * m_e**2 * x**2 / Q2) * sT
            + 2 * (1 - x) * sL)
        worst = max(worst, abs(full_rate(x, kP, Q2, m_e) / derived - 1))
assert worst < 1e-5      # rounding: large components cancel at small Q2

print(f"electron mass                      {m_e:.6f} MeV")
print(f"muon mass                          {M:.4f} MeV")
print(f"fine-structure constant            {ALPHA:.8f}")
print(f"sqrt(2 k.P)                        {root_s:.1f} MeV")
print(f"Qmax                               {Qmax:.1f} MeV")
print(f"Qmax^2/M^2                         {Qmax2 / M**2:.5f}")
print(f"worst rel. error, T-L decomposition {worst:.1e}")

for x in (0.2, 0.5, 0.8):
    qP = x * kP
    sig = breit_wheeler(2 * qP)
    assert abs(target_tensor(qP, 0.0)[1, 1] / (4 * qP) / sig - 1) < 1e-7
    sT, sL = sigma_TL(qP, Qmax2)
    sT_small, sL_small = sigma_TL(qP, Qmax2 / 10)
    assert abs(sT / sig - 1) < Qmax2 / M**2
    assert abs(sL / sL_small / 10 - 1) < 0.1   # next order in Q2 remains
    log_term, rest = spectrum_terms(x, Qmax2, m_e)
    pref = ALPHA / (2 * np.pi)
    exact = full_dsigma_dx(x, kP, Qmax2, m_e)
    approx = pref * (log_term + rest) * sig
    log_only = pref * log_term * sig
    assert abs(approx / exact - 1) < Qmax2 / M**2
    assert log_only / exact - 1 > 0.05
    print(f"x = {x:.1f}")
    print(f"  Qmin^2                           {q2_min(x, m_e):.6f} MeV^2")
    print(f"  ln(Qmax^2/Qmin^2)                "
          f"{np.log(Qmax2 / q2_min(x, m_e)):.5f}")
    print(f"  logarithmic term in braces       {log_term:.5f}")
    print(f"  non-logarithmic term in braces   {rest:.5f}")
    print(f"  spectrum f(x)                    {pref*(log_term+rest):.6f}")
    print(f"  sqrt(2 q.P)                      {np.sqrt(2 * qP):.3f} MeV")
    print(f"  sigma_gamma                      {sig * TO_NB:.3f} nb")
    print(f"  sigma_T/sigma_gamma - 1 at Qmax  {sT / sig - 1:.3e}")
    print(f"  sigma_L/sigma_gamma at Qmax      {sL / sig:.3e}")
    print(f"  dsigma/dx, full calculation      {exact * TO_NB:.4f} nb")
    print(f"  dsigma/dx, f(x) sigma_gamma      {approx * TO_NB:.4f} nb")
    print(f"  dsigma/dx, logarithm only        {log_only * TO_NB:.4f} nb")
    print(f"  error of f(x) sigma_gamma        {100*(approx/exact-1):.3f} %")
    print(f"  error of logarithm only          {100*(log_only/exact-1):.3f} %")

# The non-logarithmic part must survive when the electron gets lighter.
x = 0.5
sig = breit_wheeler(2 * x * kP)
print("x = 0.5, full calculation minus logarithm, in units of the braces")
for scale in (1.0, 0.1):
    m = scale * m_e
    full = full_dsigma_dx(x, kP, Qmax2, m) / (ALPHA / (2 * np.pi) * sig)
    remainder = full - spectrum_terms(x, Qmax2, m)[0]
    assert abs(remainder + 2 * (1 - x) / x) < 0.05
    print(f"  electron mass times {scale:.1f}          {remainder:.4f}")
print(f"  massless limit -2(1-x)/x         {-2 * (1 - x) / x:.4f}")

print("done: every assertion held")
```

Output:

```
electron mass                      0.510999 MeV
muon mass                          105.6584 MeV
fine-structure constant            0.00729735
sqrt(2 k.P)                        600.0 MeV
Qmax                               10.0 MeV
Qmax^2/M^2                         0.00896
worst rel. error, T-L decomposition 9.2e-10
x = 0.2
  Qmin^2                           0.013056 MeV^2
  ln(Qmax^2/Qmin^2)                8.94368
  logarithmic term in braces       73.33816
  non-logarithmic term in braces   -7.99896
  spectrum f(x)                    0.075886
  sqrt(2 q.P)                      268.328 MeV
  sigma_gamma                      3817.000 nb
  sigma_T/sigma_gamma - 1 at Qmax  -3.187e-03
  sigma_L/sigma_gamma at Qmax      8.928e-04
  dsigma/dx, full calculation      289.5713 nb
  dsigma/dx, f(x) sigma_gamma      289.6553 nb
  dsigma/dx, logarithm only        325.1155 nb
  error of f(x) sigma_gamma        0.029 %
  error of logarithm only          12.275 %
x = 0.5
  Qmin^2                           0.130560 MeV^2
  ln(Qmax^2/Qmin^2)                6.64109
  logarithmic term in braces       16.60273
  non-logarithmic term in braces   -1.99739
  spectrum f(x)                    0.016963
  sqrt(2 q.P)                      424.264 MeV
  sigma_gamma                      3090.366 nb
  sigma_T/sigma_gamma - 1 at Qmax  -9.059e-04
  sigma_L/sigma_gamma at Qmax      5.609e-04
  dsigma/dx, full calculation      52.4172 nb
  dsigma/dx, f(x) sigma_gamma      52.4212 nb
  dsigma/dx, logarithm only        59.5902 nb
  error of f(x) sigma_gamma        0.008 %
  error of logarithm only          13.685 %
x = 0.8
  Qmin^2                           0.835584 MeV^2
  ln(Qmax^2/Qmin^2)                4.78479
  logarithmic term in braces       6.22023
  non-logarithmic term in braces   -0.49582
  spectrum f(x)                    0.006648
  sqrt(2 q.P)                      536.656 MeV
  sigma_gamma                      2315.386 nb
  sigma_T/sigma_gamma - 1 at Qmax  -5.633e-04
  sigma_L/sigma_gamma at Qmax      3.654e-04
  dsigma/dx, full calculation      15.3921 nb
  dsigma/dx, f(x) sigma_gamma      15.3936 nb
  dsigma/dx, logarithm only        16.7269 nb
  error of f(x) sigma_gamma        0.009 %
  error of logarithm only          8.672 %
x = 0.5, full calculation minus logarithm, in units of the braces
  electron mass times 1.0          -1.9985
  electron mass times 0.1          -2.0011
  massless limit -2(1-x)/x         -2.0000
done: every assertion held
```
